# Young's Orthogonal Form from Genealogical Spin Functions, part 2

How does a permutation of electron spins act on functions of definite total spin? The first half answered this for exchanges of neighbours in the coupling order.

Spins are in units of $\hbar$, and $\alpha$, $\beta$ are the up and down states of one electron. Electrons $1,\dots,N$, with spins $\mathbf s_i$, are coupled in order. The sum $\mathbf S_i=\mathbf s_1+\dots+\mathbf s_i$ has quantum number $S_i\ge0$, with $S_0=0$ and $S_N=S$. Each path $T=(S_1,\dots,S_N)$ labels one orthonormal function $X_T^M$ of projection $M$, written $X_T$ when $M$ is suppressed. It is an eigenfunction of every $\mathbf S_i^2$, with eigenvalue $S_i(S_i+1)$. The number of paths is

$$ f(N,S) = \binom{N}{N/2-S} - \binom{N}{N/2-S-1} , $$

where the second term is zero when $S=N/2$.

Each electron is added to a parent function $|m\rangle$ of projection $m$, giving new spin $S$. For parent spin $S-\tfrac12$,

$$ X^M = \frac{ \sqrt{S+M}\; |M-\tfrac12\rangle\,\alpha + \sqrt{S-M}\; |M+\tfrac12\rangle\,\beta }{ \sqrt{2S} } . \tag{1} $$

For parent spin $S+\tfrac12$,

$$ X^M = \frac{ -\sqrt{S-M+1}\; |M-\tfrac12\rangle\,\alpha + \sqrt{S+M+1}\; |M+\tfrac12\rangle\,\beta }{ \sqrt{2S+2} } . \tag{2} $$

The operator $P_{ab}$, also written $(ab)$, exchanges the spins of electrons $a$ and $b$, and $P_k=P_{k,k+1}$ satisfies

$$ P_k = \tfrac12 + 2\,\mathbf s_k\cdot\mathbf s_{k+1} = \begin{cases} +1 & \text{pair triplet} \\ -1 & \text{pair singlet.} \end{cases} \tag{3} $$

The same identity holds for any pair. $P_k$ can change no path label except $S_k$, and its matrix does not depend on $M$. With $j=S_{k-1}$:

- If $S_{k+1}=j\pm1$, then $P_kX_T = X_T$.
- If $S_{k+1}=j=0$, then $P_kX_T=-X_T$.
- If $S_{k+1}=j>0$, two functions mix: $A$, with $S_k=j+\tfrac12$, and $B$, with $S_k=j-\tfrac12$. In the order $(A,B)$,

$$ P_k = \begin{pmatrix} -1/\rho & \sqrt{1-1/\rho^2} \\ \sqrt{1-1/\rho^2} & 1/\rho \end{pmatrix} , \qquad \rho = 2S_{k-1}+1 . \tag{6} $$

It remains to express these results through tableaux and extend them to all permutations.

### From paths to tableaux

Draw two rows of boxes, aligned on the left. Put electron $i$ at the end of the first row if $S_i=S_{i-1}+\tfrac12$, and at the end of the second row if $S_i=S_{i-1}-\tfrac12$. After $i$ electrons the rows have lengths $n_1$ and $n_2$, with

$$ n_1+n_2=i , \qquad n_1-n_2=2S_i . $$

The condition $S_i\ge0$ says that the second row is never longer than the first. The numbers then increase along each row and down each column, and the filling is called a standard tableau. Conversely, reading off the row of each number recovers the path. The final rows have lengths $N/2+S$ and $N/2-S$.

The content of a box is its column number minus its row number. Let $c(i)$ be the content of the box holding electron $i$, and define the signed axial distance

$$ d = c(k+1)-c(k) . $$

Its magnitude is the number of steps between the two boxes when one moves along rows and columns. In this notation, Young's orthogonal form is the set of matrices

$$ P_kX_T = \frac1d\,X_T + \sqrt{1-\frac1{d^2}}\;X_{T'} , \tag{7} $$

where $T'$ is the tableau with the numbers $k$ and $k+1$ exchanged. If $|d|=1$ the exchanged filling is not a standard tableau, and the second term is absent.

### The two descriptions agree

Let the rows have lengths $n_1$ and $n_2$ before electron $k$ is placed, so that $n_1-n_2=2j$. The next free box in row 1 is in column $n_1+1$ and has content $n_1$. The next free box in row 2 has content $(n_2+1)-2=n_2-1$. There are four ways to place the pair.

**Two rises.** The contents are $n_1$ and $n_1+1$, so $d=1$.

**Two falls.** The contents are $n_2-1$ and $n_2$, so again $d=1$.

**A rise, then a fall.** Here $S_k=j+\tfrac12$ and $S_{k+1}=j$. The distance is

$$ d=(n_2-1)-n_1=-(2j+1) . $$

**A fall, then a rise.** Here $S_k=j-\tfrac12$ and $S_{k+1}=j$, which requires $j>0$. The distance is

$$ d=n_1-(n_2-1)=2j+1 . $$

In each case $1/d$ is the diagonal element found from the spins. The last two cases also go over into each other when $k$ and $k+1$ exchange places: a rise followed by a fall becomes a fall followed by a rise, and $S_k$ changes by one while every other partial spin stays fixed. This is the pair $A,B$ of the first half, so the off-diagonal element agrees too.

For $j=0$, a rise followed by a fall puts the two numbers in the same column, with $d=-1$. This is the pair singlet. Exchanging the numbers would make the column decrease, just as the corresponding path would need a negative partial spin. Formula (7) is thus established for every path and every $k$.

### Which spin fixes the distance

For a pair with $S_{k+1}=S_{k-1}$, the relevant spin is the one before the pair, and $\rho=|d|=2S_{k-1}+1$. Expressed through the spin between the two electrons, the same distance is

$$ \rho = \begin{cases} 2S_k & \text{if } S_k=S_{k-1}+\tfrac12 \\ 2S_k+2 & \text{if } S_k=S_{k-1}-\tfrac12 . \end{cases} $$

The value of $S_k$ alone does not determine $\rho$. With $S_k=\tfrac12$, the distance is 1 if the preceding spin is 0, and 3 if the preceding spin is 1. When $S_{k+1}$ differs from $S_{k-1}$, the distance is 1 whatever the size of the spins, since both electrons are then in the same row.

### Signs that depend on convention

The diagonal elements do not change when a basis function is multiplied by $-1$. The off-diagonal ones do: if $X_{T'}$ is replaced by $-X_{T'}$ while $X_T$ is kept, the element joining them becomes $-\sqrt{1-1/\rho^2}$. The positive sign in (7) holds for the phases of the recursion formulas (1) and (2), and for any convention that differs from them only by a common sign for all paths of given $N$ and $S$. If the relative signs of the paths differ, the off-diagonal elements must be adapted before the matrices are used with those functions.

The form of the matrices also depends on the coupling order. If electrons $k$ and $k+1$ are first coupled to each other, each basis function contains a definite pair triplet or singlet, and $P_k$ is diagonal with elements $\pm1$. The operator is the same, but (7) describes it in the sequentially coupled basis. The derivation further assumes constituents of spin 1/2: both the two-valued choice of $S_k$ and the operator identity (3) rest on that.

### All other permutations

Collect the coefficients in matrices, $PX_T=\sum_{T'}X_{T'}\,U_{T'T}(P)$. Applying $Q$ first and then $P$ gives

$$ PQ\,X_T=\sum_{T'}(PX_{T'})\,U_{T'T}(Q) =\sum_{T''}X_{T''}\,[U(P)U(Q)]_{T''T} , $$

so matrices multiply in the same order as operators. Any rearrangement can be reached by repeatedly exchanging neighbours, as in sorting a list, and the matrices (7) therefore generate those of all permutations. For example,

$$ (24)=(23)(34)(23) , \qquad (14)=(12)(24)(12) . \tag{8} $$

In the first product, the outer exchanges relabel 3 as 2 inside $(34)$. In the second they relabel 2 as 1 inside $(24)$.

The matrices for given $N$ and $S$ cannot be split into smaller blocks by a change of basis. To see this, let a matrix $K$ commute with all of them. Summing (3) over all pairs among the first $i$ electrons gives

$$ \mathbf S_i^2=\frac{3i}{4}+\sum_{a<b\le i}\left(P_{ab}-\frac12\right) , $$

so $K$ commutes with every $\mathbf S_i^2$. Different paths have different sets of eigenvalues, and $K$ must be diagonal. Where (7) joins $T$ and $T'$ by a nonzero element, commutation with $P_k$ makes the two diagonal entries of $K$ equal. All paths are joined in this way: as long as some fall is directly followed by a rise, the two can be exchanged, which raises $S_k$ and is always allowed, until all rises come first. Hence $K$ is a multiple of the unit matrix. If the orthogonal matrices could be split into blocks, the projector onto one block would commute with them all without being such a multiple. The representation is irreducible, and it is labelled by the row lengths $[N/2+S,\,N/2-S]$.

### What the spatial functions must do

Write an antisymmetric electronic state with definite total spin $S$ and projection $M$ as $\Psi=\sum_T\Phi_TX_T$, with spatial functions $\Phi_T$. Let $P_k^r$ exchange the positions of electrons $k$ and $k+1$. Exchanging positions and spins together must reverse the sign:

$$ \sum_{T,T'}(P_k^r\Phi_T)\,X_{T'}\,U_{T'T}(P_k) =-\sum_{T'}\Phi_{T'}X_{T'} . $$

The $X_{T'}$ are linearly independent, so $\sum_TU_{T'T}P_k^r\Phi_T=-\Phi_{T'}$. The matrix $U(P_k)$ is symmetric and its square is one. Multiplying by it once more gives

$$ P_k^r\Phi_T=-\sum_{T'}U_{T'T}(P_k)\,\Phi_{T'} . $$

Spatial partners therefore transform with the same matrices, apart from a minus sign for each neighbour exchange. A pair of electrons in a spin triplet needs an antisymmetric spatial function, and a pair in a singlet needs a symmetric one. Equation (7) extends this to pairs that are neither.

### Worked example: four spins with total spin one

For $N=4$ and $S=1$ the count is $\binom41-\binom40=3$. The paths and their signed distances for $k=1,2,3$ are

- $X_1$: $(\tfrac12,1,\tfrac32,1)$, with $d=1,\ 1,\ -3$;
- $X_2$: $(\tfrac12,1,\tfrac12,1)$, with $d=1,\ -2,\ 3$;
- $X_3$: $(\tfrac12,0,\tfrac12,1)$, with $d=-1,\ 2,\ 1$.

At $M=1$ one electron has spin $\beta$. Formulas (1) and (2) give the following amplitudes for finding it on electron 1, 2, 3 or 4:

$$ \begin{aligned} X_1&:\ (-0.2887,\,-0.2887,\,-0.2887,\,0.8660) \\ X_2&:\ (-0.4082,\,-0.4082,\,0.8165,\,0) \\ X_3&:\ (-0.7071,\,0.7071,\,0,\,0) . \end{aligned} $$

The distances determine the three neighbour exchanges. The first is $(12)=\mathrm{diag}(1,1,-1)$, and the others are

$$ (23)=\begin{pmatrix}1&0&0\\0&-\tfrac12&\tfrac{\sqrt3}{2}\\0&\tfrac{\sqrt3}{2}&\tfrac12\end{pmatrix}, \qquad (34)=\begin{pmatrix}-\tfrac13&\tfrac{2\sqrt2}{3}&0\\\tfrac{2\sqrt2}{3}&\tfrac13&0\\0&0&1\end{pmatrix} . $$

The action on $X_2$ can be checked by eye. Exchanging electrons 3 and 4 moves the amplitude 0.8165 from the third place to the fourth. The second column of $(34)$ predicts $0.9428\,X_1+0.3333\,X_2$. Its fourth amplitude is $0.9428\times0.8660=0.8165$, and its third is $-0.9428\times0.2887+0.3333\times0.8165=0$. The first and second are both $-0.9428\times0.2887-0.3333\times0.4082=-0.4082$, unchanged as required.

### The exchange that closes a ring

Let the four spins form a Heisenberg ring with coupling $J>0$. By (3), each of its four bonds contributes $\mathbf s_a\cdot\mathbf s_b=P_{ab}/2-1/4$, so

$$ \frac HJ=\frac12\big[(12)+(23)+(34)+(14)\big]-1 . $$

The last bond joins spins that are not neighbours in the coupling order. From (8), first form

$$ (34)(23)=\begin{pmatrix} -\tfrac13&-\tfrac{\sqrt2}{3}&\tfrac{\sqrt6}{3}\\ \tfrac{2\sqrt2}{3}&-\tfrac16&\tfrac{\sqrt3}{6}\\ 0&\tfrac{\sqrt3}{2}&\tfrac12 \end{pmatrix} . $$

Multiplying by $(23)$ from the left keeps the first row. The new second row is $-\tfrac12$ times the old second plus $\tfrac{\sqrt3}{2}$ times the third. The new third row is $\tfrac{\sqrt3}{2}$ times the old second plus $\tfrac12$ times the third:

$$ (24)=\begin{pmatrix} -\tfrac13&-\tfrac{\sqrt2}{3}&\tfrac{\sqrt6}{3}\\ -\tfrac{\sqrt2}{3}&\tfrac56&\tfrac{\sqrt3}{6}\\ \tfrac{\sqrt6}{3}&\tfrac{\sqrt3}{6}&\tfrac12 \end{pmatrix} . $$

Multiplication by $(12)$ on both sides reverses the off-diagonal elements in the third row and column. In decimals,

$$ (14)=\begin{pmatrix} -0.3333&-0.4714&-0.8165\\ -0.4714&0.8333&-0.2887\\ -0.8165&-0.2887&0.5000 \end{pmatrix} . $$

Every element is nonzero. The rule that an exchange mixes at most two functions holds for neighbours in the coupling order and fails here.

The diagonal elements of $H/J$ are

$$ \begin{aligned} \tfrac12\left(1+1-\tfrac13-\tfrac13\right)-1&=-\tfrac13 , \\ \tfrac12\left(1-\tfrac12+\tfrac13+\tfrac56\right)-1&=-\tfrac16 , \\ \tfrac12\left(-1+\tfrac12+1+\tfrac12\right)-1&=-\tfrac12 . \end{aligned} $$

The off-diagonal elements are half the corresponding sums. The 12 element is $\tfrac12(0.9428-0.4714)=0.2357$, the 13 element is $-\tfrac12(0.8165)=-0.4082$, and the 23 element is $\tfrac12(0.8660-0.2887)=0.2887$. Hence

$$ \frac HJ=\begin{pmatrix} -0.3333&0.2357&-0.4082\\ 0.2357&-0.1667&0.2887\\ -0.4082&0.2887&-0.5000 \end{pmatrix}=-ww^{\mathsf T} , \qquad w=\begin{pmatrix}1/\sqrt3\\-1/\sqrt6\\1/\sqrt2\end{pmatrix} . $$

The squared length of $w$ is $\tfrac13+\tfrac16+\tfrac12=1$. The matrix therefore has eigenvalue $-1$ for $w$ and zero for the two directions orthogonal to it. The triplet energies are $-J$, 0 and 0.

A different coupling explains these values. The ring Hamiltonian can be written as $H=J(\mathbf s_1+\mathbf s_3)\cdot(\mathbf s_2+\mathbf s_4)$. If the opposite pairs have spins $S_{13}$ and $S_{24}$, then

$$ E=\frac J2\left[S(S+1)-S_{13}(S_{13}+1)-S_{24}(S_{24}+1)\right] . $$

For $S=1$, two pair triplets give $\tfrac J2(2-2-2)=-J$. One triplet and one singlet give $\tfrac J2(2-2)=0$, in two ways. Two singlets cannot give $S=1$.

The numerical output below also gives the triplet energies from the full 16-dimensional spin space, together with the comparison of (7) with direct coordinate exchange for all spins and projections from $N=2$ to $N=7$.

## Values computed for the example and the checks

```
Exchange matrices compared, N=2..7, all S, M (count): 291
Largest deviation (dimensionless): 1.1e-16
Largest j in exact recoupling test (hbar): 10
j (hbar), rho, 1/rho, sqrt(1-1/rho^2) (dimensionless):
  0.0  1   1.000000   0.000000
  0.5  2   0.500000   0.866025
  1.0  3   0.333333   0.942809
  1.5  4   0.250000   0.968246
  2.0  5   0.200000   0.979796
  2.5  6   0.166667   0.986013
Example N=4, S=1: paths S1 S2 S3 S4 (hbar); d for k=1,2,3:
  X1: 0.5 1.0 1.5 1.0 ; d = [1, 1, -3]
  X2: 0.5 1.0 0.5 1.0 ; d = [1, -2, 3]
  X3: 0.5 0.0 0.5 1.0 ; d = [-1, 2, 1]
M=1 amplitudes (dimensionless), beta on electron 1,2,3,4:
  X1:  -0.288675  -0.288675  -0.288675   0.866025
  X2:  -0.408248  -0.408248   0.816497   0.000000
  X3:  -0.707107   0.707107   0.000000   0.000000
Matrix of (12) (dimensionless):
     1.000000   0.000000   0.000000
     0.000000   1.000000   0.000000
     0.000000   0.000000  -1.000000
Matrix of (23) (dimensionless):
     1.000000   0.000000   0.000000
     0.000000  -0.500000   0.866025
     0.000000   0.866025   0.500000
Matrix of (34) (dimensionless):
    -0.333333   0.942809   0.000000
     0.942809   0.333333   0.000000
     0.000000   0.000000   1.000000
Matrix of (14) (dimensionless):
    -0.333333  -0.471405  -0.816497
    -0.471405   0.833333  -0.288675
    -0.816497  -0.288675   0.500000
Matrix of ring H/J (dimensionless):
    -0.333333   0.235702  -0.408248
     0.235702  -0.166667   0.288675
    -0.408248   0.288675  -0.500000
Ring triplet energies from 3x3 matrix (J):  -1.000000   0.000000   0.000000
Same from 16-dim space, one per M triple (J):  -1.000000   0.000000   0.000000
Lowest triplet, coefficients of X1,X2,X3:   0.577350  -0.408248   0.707107
```
